# Exchange fraction, same-spin pairs and the high-spin to low-spin gap

## Question

In a hybrid functional a fraction $a$ of semilocal exchange is replaced by exact exchange. For a $d^6$ ion, why does the energy of the high-spin state minus that of the low-spin state change almost linearly with $a$, and how much of the slope follows from counting same-spin pairs in the $d$ shell?

## Answer

### Why the dependence is close to linear

Let $X$ be the exact exchange energy of the Kohn–Sham determinant, $S$ its semilocal exchange energy, and $E_0$ the parent functional, which contains $S$ in full. The hybrid is

$$E_a=E_0+a\,(X-S).$$

Correlation is left unscaled. For given orbitals this is a straight line in $a$. The orbitals, however, adapt to $a$. Describe them by independent rotation parameters $\kappa$, with the number of electrons of each spin and symmetry held fixed, and write $F(\kappa,a)$ for the energy. The self-consistent energy is $E(a)=F(\kappa(a),a)$, with $\partial F/\partial\kappa=0$. Hence

$$\frac{dE}{da}=\frac{\partial F}{\partial a}+\frac{\partial F}{\partial\kappa}\cdot\frac{d\kappa}{da}=X-S .$$

For the gap $G=E_{HS}-E_{LS}$ at fixed geometry, with $\Delta$ meaning high spin minus low spin,

$$\frac{dG}{da}=\Delta X-\Delta S. \tag{1}$$

A constant right-hand side would make $G$ linear. It varies because the orbitals relax. Let $g=\partial(X-S)/\partial\kappa$ and let $H$ be the matrix of second derivatives of $F$ in $\kappa$. Differentiating the condition $\partial F/\partial\kappa=0$ with respect to $a$ gives $g+H\,d\kappa/da=0$, so

$$\frac{d^2E}{da^2}=g\cdot\frac{d\kappa}{da}=-g\cdot H^{-1}g\le 0$$

at a minimum, where $H$ is positive. Each state's energy therefore bends downward. The curvature of $G$ is the difference of two such terms: they partly cancel, and the remainder can have either sign.

This argument needs each state to keep its character. If two solutions with different occupations cross in energy at some $a$, the lower of the two curves has a kink there.

### What a same-spin pair contributes

For real orbitals,

$$X=-\tfrac12\sum_\sigma\sum_{i,j}^{occ,\sigma}K_{ij}
=-\tfrac12\sum_\sigma\sum_i^{occ,\sigma} K_{ii}-\sum_\sigma\sum_{i<j}^{occ,\sigma}K_{ij},$$

where $K_{ij}$ is the Coulomb self-interaction integral of the product $\phi_i\phi_j$. The first sum holds one self term per electron, the second one term per same-spin pair.

Take a $d$ shell in which all orbitals share one radial function, $\phi_i=R(r)\,u_i/\sqrt{4\pi}$. With $\langle\cdot\rangle$ the average over the unit sphere and $\langle u_i^2\rangle=1$,

$$u_{xy}=\sqrt{15}\,xy,\quad u_{x^2-y^2}=\tfrac{\sqrt{15}}2(x^2-y^2),\quad u_{z^2}=\tfrac{\sqrt5}2(3z^2-1),$$

and $u_{xz}$, $u_{yz}$ are like $u_{xy}$. Let $v_{kq}$ be real spherical harmonics of degree $k$, normalized in the same way. The multipole expansion is

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_k\frac{r_<^k}{r_>^{k+1}}\frac1{2k+1}\sum_q v_{kq}(\hat r)v_{kq}(\hat r').$$

Inserting it gives

$$K_{ij}=\sum_{k=0,2,4}\frac{w_k}{2k+1}F^k,\qquad w_k=\sum_q\langle u_iu_jv_{kq}\rangle^2,$$

where $F^k$ is the radial integral of $R^2(r)R^2(r')\,r_<^k/r_>^{k+1}$ with weights $r^2r'^2$. Other $k$ are absent because $u_iu_j$ is even and of degree four at most. Completeness of the harmonics gives $w_0+w_2+w_4=\langle u_i^2u_j^2\rangle$. For $i\neq j$, orthogonality gives $w_0=0$.

The averages follow from

$$\langle x^{2l}y^{2m}z^{2n}\rangle=\frac{(2l-1)!!\,(2m-1)!!\,(2n-1)!!}{(2l+2m+2n+1)!!}.$$

This is the ratio of a Cartesian Gaussian average, which factorizes, to the Gaussian average of the same power of $r$. The functions $v_{2q}$ are the five $u_m$ themselves. Reflections and the exchange of $x$ and $y$ leave at most one nonzero $\langle u_iu_ju_m\rangle$ per pair:

| Pair | $\langle u_i^2u_j^2\rangle$ | $\langle u_iu_ju_m\rangle$ | $b_{ij}$ |
|---|---|---|---|
| $xy,\,xz$ | $225\cdot\frac{1}{315}$ | $\sqrt{15}/7$ | 3 |
| $xy,\,x^2-y^2$ | $\frac{225}4\cdot\frac{5+5-6}{315}$ | 0 | 0 |
| $xz,\,x^2-y^2$ | $\frac{225}4\cdot\frac{5-2+1}{315}$ | $\sqrt{15}/7$ | 3 |
| $xy,\,z^2$ | $\frac{75}4\cdot\frac{9-18+21}{315}$ | $-2\sqrt5/7$ | 4 |
| $xz,\,z^2$ | $\frac{75}4\cdot\frac{45-54+21}{315}$ | $\sqrt5/7$ | 1 |
| $z^2,\,x^2-y^2$ | $\frac{75}{16}\cdot\frac{36-72+84}{315}$ | $-2\sqrt5/7$ | 4 |

The remaining pairs follow by permuting axes within $t_{2g}$, or by exchanging $x$ and $y$. Every entry in the second column equals $5/7$, so $w_4=5/7-w_2$. Define $b_{ij}=49w_2/5$, which is the last column. Then

$$K_{ij}=\frac{w_2}{5}F^2+\frac{5/7-w_2}{9}F^4
=b_{ij}\frac{F^2}{49}+(35-5b_{ij})\frac{F^4}{441}.$$

With the Racah parameters

$$A=F^0-\frac{F^4}{9},\qquad B=\frac{F^2}{49}-\frac{5F^4}{441},\qquad C=\frac{35F^4}{441},$$

this becomes

$$K_{ij}=b_{ij}B+C\qquad(i\ne j).\tag{2}$$

Each same-spin pair thus contributes one $C$, and an amount of $B$ that depends on which orbitals are paired.

For the self term, $w_0=1$. For $xy$, $\langle u^4\rangle=225/105=15/7$, and the one nonzero overlap of $u_{xy}^2$ with degree two, $-2\sqrt5/7$, gives $w_2=20/49$. Hence $w_4=15/7-1-20/49=36/49$, and

$$K_{ii}=F^0+\frac{4F^2}{49}+\frac{36F^4}{441}=A+4B+3C.$$

The other $t_{2g}$ orbitals and $x^2-y^2$ are rotated copies. For $z^2$ direct averaging gives $\langle u^4\rangle=15/7$ and $\langle u^3\rangle=2\sqrt5/7$, hence the same result. The self terms cancel from $\Delta X$ when the number of $d$ electrons is fixed. A spherical closed core also cancels: its exchange operator is rotationally invariant and equal for both spins, so it acts equally on every $d$ electron.

### The count for $d^6$

High spin, $t_{2g}^4e_g^2$, has five electrons of one spin and one of the other: 10 pairs. Low spin, $t_{2g}^6$, has three of each: $3+3=6$ pairs. The gain is $p=4$.

In the full set of five orbitals, the $b_{ij}$ add up to 9 within $t_{2g}$, 4 within $e_g$, and $(4+0)+(1+3)+(1+3)=12$ between them, 25 in all. Low spin has $9+9=18$. The difference is 7, so

$$\Delta X=-(7B+4C).\tag{3}$$

The average pair has $K=\tfrac52B+C$. Four average pairs would give $10B+4C$, which is $3B$ too much, because the pairs gained are not average ones.

### Why this is not the ligand-field pairing energy

The Hartree energy also changes, and $a$ does not scale it. Its spherical part is common to both states. The high-spin density is a full spherical half-shell plus one $xy$ electron, so its nonspherical part has $w_2=20/49$ and $w_4=36/49$. The low-spin density is $2(u_{xy}^2+u_{xz}^2+u_{yz}^2)$. By cubic symmetry it has no part of degree two, and

$$w_4=4\left[225\,\frac{9+6}{315}-9\right]=\frac{48}7 .$$

A density has Hartree energy $\frac12\sum_k w_kF^k/(2k+1)$. Therefore

$$\Delta E_H=\frac12\left[\frac{4F^2}{49}+\frac{36F^4}{441}-\frac{336F^4}{441}\right]=2B-4C.$$

If $D$ is the $t_{2g}$–$e_g$ splitting, promoting two electrons costs $2D$. In the single-determinant ligand-field model with full exact exchange and no correlation, the gap is

$$2D+(2B-4C)-(7B+4C)=2D-5B-8C.$$

Of the repulsion term $-5B-8C$, the exchange fraction acts on the part $-(7B+4C)$ alone.

### What semilocal exchange takes away

Equation (1) contains $-\Delta S$ as well. Semilocal exchange also favours high spin, and the hybrid removes it in the same proportion as it adds exact exchange. Had the semilocal functional reproduced $\Delta X$, the slope would vanish whatever the number of pairs.

A simple model shows why $\Delta S$ can still follow the pair count. Suppose that $S$ depends on the occupations through the number $N_\sigma$ of $d$ electrons of each spin, and that a quadratic form suffices, $S=\sum_\sigma(\alpha N_\sigma+\tfrac12\beta N_\sigma^2)$. The number of pairs is $\sum_\sigma\tfrac12(N_\sigma^2-N_\sigma)$. At fixed total electron number, $\Delta S=\beta p$. Where $\Delta X$ is roughly proportional to $p$, as it is for the high-spin/low-spin pairs tabulated below, so is the slope, with coefficient $\Delta X/p-\beta$. The model does not fix $\beta$; the numbers below show that for PBE it cancels most of the pair exchange.

### Numbers for the iron ion

The example uses PBE as the parent functional, with $a=0$, 0.25 and 0.5. The basis is def2-SVP on iron and, in the complex below, 6-31G on hydrogen. The 3d function is taken from the low-spin determinant of free $\mathrm{Fe^{2+}}$ at $a=0.25$. It gives $B=0.1460$ eV and $C=0.5386$ eV, so

$$\Delta X=-(7\times0.1460+4\times0.5386)=-3.18\ \text{eV}.$$

Four average pairs would give $-4\times0.9035=-3.61$ eV, about 14% larger in magnitude. The Hartree change is $-1.86$ eV, and the two parts of the repulsion add up to $-5.04$ eV.

The core of that determinant carries a small $f$ admixture, which is removed to make it spherical; left in, it shifts the $d^6$ values of $\Delta X$ and the slope by about 0.1 eV. With this core and the 3d function frozen, changing only the $d$ occupations gives the following, in eV:

| Shell | $p$ | $\Delta X$ | $\Delta S$ | Slope | Slope$/p$ |
|---|---|---|---|---|---|
| $d^4$ | 3 | −2.49 | −1.91 | −0.59 | −0.20 |
| $d^5$ | 6 | −5.13 | −3.87 | −1.26 | −0.21 |
| $d^6$ | 4 | −3.18 | −2.43 | −0.75 | −0.19 |
| $d^7$ | 2 | −1.66 | −1.28 | −0.38 | −0.19 |

For these high-spin/low-spin pairs the slope does follow the pair count. Its size is about 0.2 eV per pair, not the 0.9 eV of the mean pair exchange, because PBE exchange already supplies about three quarters of $\Delta X$. The figure is not a general rule, since it matters which orbitals are paired. A $d^6$ triplet determinant made by moving one $xy$ electron to $e_g$ with its spin flipped gains one pair but no $B$, so $\Delta X=-C$, and its slope against low spin is below 0.1 eV in magnitude.

Letting all orbitals relax in the free ion changes the gap from $-4.21$ eV at $a=0$ to $-4.63$ eV at $a=0.5$, a mean slope of $-0.84$ eV. High spin lies lower throughout, as there is no ligand field. The low-spin reference is a determinant held by symmetry, not a spectroscopic term of the ion. Relaxation changes $\Delta X$ itself considerably, to $-4.41$ eV at $a=0.25$: the two states no longer share a radial function or a core, so neither the self terms nor the core terms need cancel (their separate shares were not computed). Most of this change is matched by $\Delta S$, which is $-3.57$ eV, so the slope stays near its frozen value.

### Numbers for a complex

Now surround the ion by six side-on $\mathrm{H_2}$ ligands, with midpoints on the octahedral axes at 1.8 angstrom and an H–H distance of 0.8 angstrom. The ligand orientations lower the symmetry of this $\mathrm{[Fe(H_2)_6]^{2+}}$ model to $D_{2h}$: the four equatorial H–H bonds lie in the $xy$ plane, and the three $t_{2g}$ levels of the low-spin state spread over about 0.8 eV at $a=0$. The minority-spin $d$ electron of the high-spin state is placed in $xy$, the lowest choice at $a=0$. Placing it in $xz$ or $yz$ raises the gap there by about 0.4 or 0.8 eV and steepens the local slope at $a=0$ by about 0.3 or 0.6 eV. The results, in eV, are:

| $a$ | $G$ | $\Delta X$ | $\Delta S$ | Slope |
|---|---|---|---|---|
| 0 | 0.49 | −8.00 | −4.32 | −3.68 |
| 0.25 | −0.34 | −7.43 | −4.50 | −2.92 |
| 0.5 | −0.98 | −6.95 | −4.67 | −2.29 |

At this fixed geometry the lower of the two states changes from low to high spin between $a=0$ and $a=0.25$. The mean slope is

$$\frac{-0.984-0.487}{0.5}=-2.94\ \text{eV}=-0.108\ \text{hartree}.$$

This lies close to the counted $\Delta X=-3.18$ eV, but the agreement is accidental. The actual $\Delta X$ is more than twice the counted value, and $\Delta S$ has still to be subtracted. The like-for-like prediction of the frozen shell is its slope, $-0.75$ eV, about a quarter of what the complex shows.

The rest lies outside the pair count. In the complex the $d$ orbitals mix with ligand orbitals, the $e_g$ pair more strongly than $t_{2g}$, so the assumptions of a common radial function and a fixed number of $d$ electrons both fail. Relaxation is not needed for most of the effect: building both determinants from the low-spin orbitals at $a=0$, whose empty $e_g$ pair is only about 77% $d$, already gives a slope of about $-2.8$ eV. At $a=0.25$ the Mulliken $d$ population is 6.64 in low spin and 6.31 in high spin. A plausible reading, not isolated by a separate calculation, is that low spin accepts more ligand charge into its empty $e_g$ orbitals, and that exact exchange disfavours this sharing. The low-spin $d$ population does fall as $a$ grows, from 6.70 to 6.58, about twice the fall of 0.06 in high spin. This total cannot be assigned to donation alone: at $a=0$ the low-spin state holds about 1.0 electron in $e_g$ but only about 5.7 in $t_{2g}$, so the total mixes charge gained from the ligands with charge lost to them.

### How linear is nearly linear?

At $a=0.25$ the low-spin energy lies 0.203 eV above the chord joining its end points, and the high-spin energy 0.116 eV above its own. The gap therefore lies $0.1156-0.2033\approx-0.088$ eV from its chord, which is 6% of its total change of 1.47 eV. In the free ion the corresponding figure is 1.5%.

A small departure from the chord does not mean a constant slope. For a parabola over a range $w$, the midpoint departs from the chord by $G''w^2/8$ in magnitude, while the slope changes by $G''w$. Relative to the total change of $G$, the departure is therefore one eighth of the relative change in slope. In the complex the slope changes by 1.39 eV about a mean of 2.94 eV, or 47%, and one eighth of that is the 6% found. The plot looks straight although the local slope weakens by more than a third from one end to the other.

The numerical check asserts equation (2) against two-electron integrals, and the counted $\Delta X$ for all four shells to 0.005 eV. For each relaxed state it also asserts that $X-S$, integrated over $a$, reproduces the self-consistent energy change to 0.01 eV, and that the midpoint does not fall below the chord.

## Table of computed values

```
Fe to H2 midpoint: 1.80 angstrom
H-H distance: 0.80 angstrom
Slater F0, F2, F4: 23.708, 10.923, 6.786 eV
Racah A, B, C: 22.954, 0.1460, 0.5386 eV
self term A+4B+3C: 25.154 eV
mean exchange per same-spin pair: 0.9035 eV
d6 average-pair estimate of delta X: -3.614 eV
d6 shell, delta exchange: -3.176 eV
d6 shell, delta Hartree: -1.862 eV
d6 shell, delta total repulsion: -5.038 eV
Frozen Fe2+ orbitals, HS minus LS (p pairs, b coefficient of B):
 d4: p=3 b=6 dX=-2.492 dS=-1.906 slope=-0.585 slope/p=-0.195 eV
 d5: p=6 b=13 dX=-5.129 dS=-3.872 slope=-1.257 slope/p=-0.210 eV
 d6: p=4 b=7 dX=-3.176 dS=-2.429 slope=-0.747 slope/p=-0.187 eV
 d7: p=2 b=4 dX=-1.661 dS=-1.283 slope=-0.378 slope/p=-0.189 eV
Fe2+ ion, self-consistent:
 a=0.00: gap=-4.210 dX=-4.402 dS=-3.511 slope=-0.891 eV
 a=0.25: gap=-4.427 dX=-4.410 dS=-3.569 slope=-0.840 eV
 a=0.50: gap=-4.631 dX=-4.414 dS=-3.623 slope=-0.791 eV
 mean slope: -0.841 eV = -0.0309 hartree
 midpoint bend LS, HS: 0.0177, 0.0115 eV
 midpoint bend of gap: -0.0063 eV
 bend / total gap change: -1.49 %
Fe(H2)6 2+ complex, self-consistent:
 a=0.00: gap=0.487 dX=-7.995 dS=-4.318 slope=-3.676 eV
 a=0.25: gap=-0.336 dX=-7.425 dS=-4.503 slope=-2.922 eV
 a=0.50: gap=-0.984 dX=-6.951 dS=-4.665 slope=-2.286 eV
 mean slope: -2.942 eV = -0.1081 hartree
 midpoint bend LS, HS: 0.2033, 0.1156 eV
 midpoint bend of gap: -0.0877 eV
 bend / total gap change: -5.96 %
Fe2+ HS d population up, down: 5.000, 1.000
complex a=0.00 d population: HS up 4.973 down 1.374, LS total 6.700
complex a=0.25 d population: HS up 5.003 down 1.306, LS total 6.637
complex a=0.50 d population: HS up 5.023 down 1.262, LS total 6.576
```
